# Coupled plasmon–phonon modes and their zero-point shift in a doped semiconductor

## Problem

A polar semiconductor has one isotropic polar-optical phonon branch. Its transverse frequency is $\omega_T$. Its dielectric constant is $\varepsilon_s$ at zero frequency and $\varepsilon_\infty$ well above the phonon frequencies but below the band gap. Doping adds $n$ carriers per unit volume, of charge $-e$ and effective mass $m$, in a parabolic band. Consider longitudinal oscillations of long wavelength and neglect damping.

1. Find the frequencies of the coupled modes of lattice and carriers, and the share of lattice motion in each.
2. Show that the carrier response used in part 1 is the long-wavelength limit of the random-phase approximation (RPA), and find the leading correction at finite wavevector $q$.
3. Find the zero-point energy shift per wavevector caused by the coupling between phonon and plasmon, and relate it to the RPA energy.
4. Discuss the shift as a function of density: sign, slope, both limits, and the point where half of the limiting value is reached.
5. Evaluate the results for $\hbar\omega_T=30$ meV, $\varepsilon_\infty=9$, $\varepsilon_s=16$, $m=0.1$ electron masses and $n=10^{17}$ to $10^{19}\ \mathrm{cm^{-3}}$. These are round model parameters.

## Solution

### 1. The coupled modes

**Equations of motion.** Let $w$ be the relative displacement of the two ions in a cell, $M$ their reduced mass, $Ze$ their effective charge and $N$ the number of cells per volume. Let $x$ be the carrier displacement. All vectors lie along the wavevector, and $E$ is the macroscopic field, so

$$M\ddot w=-M\omega_T^2w+ZeE,\qquad m\ddot x=-eE .$$

Short-range forces and local-field effects are contained in $\omega_T$ and $Z$. With the mass-weighted coordinates $Q_1=\sqrt{NM}\,w$ and $Q_2=\sqrt{nm}\,x$, the kinetic energy density is $\tfrac12(\dot Q_1^2+\dot Q_2^2)$ and

$$\ddot Q_1=-\omega_T^2Q_1+aE,\qquad \ddot Q_2=-bE,\qquad a=Ze\sqrt{N/M},\quad b=e\sqrt{n/m}.$$

The polarization of ions and carriers is $NZew-nex=aQ_1-bQ_2$.

The constant $a$ follows from the static response of the undoped crystal. There $Q_1=aE/\omega_T^2$, so the ionic polarization is $a^2E/\omega_T^2$. It must equal $\varepsilon_0(\varepsilon_s-\varepsilon_\infty)E$, hence $a^2=\varepsilon_0(\varepsilon_s-\varepsilon_\infty)\omega_T^2$.

**Eliminating the field.** Without external charge the displacement field has no divergence, so its longitudinal component vanishes at finite $q$:

$$\varepsilon_0\varepsilon_\infty E+aQ_1-bQ_2=0\quad\Rightarrow\quad E=-\frac{aQ_1-bQ_2}{\varepsilon_0\varepsilon_\infty}.$$

Insertion gives

$$\ddot Q_1=-\Big(\omega_T^2+\frac{a^2}{\varepsilon_0\varepsilon_\infty}\Big)Q_1+\frac{ab}{\varepsilon_0\varepsilon_\infty}Q_2,\qquad
\ddot Q_2=\frac{ab}{\varepsilon_0\varepsilon_\infty}Q_1-\frac{b^2}{\varepsilon_0\varepsilon_\infty}Q_2 .$$

Define

$$\omega_L^2=\omega_T^2+\frac{a^2}{\varepsilon_0\varepsilon_\infty}=\omega_T^2\frac{\varepsilon_s}{\varepsilon_\infty},\qquad
\omega_p^2=\frac{b^2}{\varepsilon_0\varepsilon_\infty}=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m}.$$

These are the squared frequencies of the longitudinal-optical (LO) phonon without carriers and of the plasmon without ionic motion. The equations become $\ddot Q=-KQ$ with

$$K=\begin{pmatrix}\omega_L^2&-g\\-g&\omega_p^2\end{pmatrix},\qquad g=\frac{ab}{\varepsilon_0\varepsilon_\infty}=\omega_p\sqrt{\omega_L^2-\omega_T^2}.$$

**Frequencies.** The eigenvalues $\omega_\pm^2$ of $K$ have the sum and product

$$\omega_+^2+\omega_-^2=\omega_L^2+\omega_p^2,\qquad
\omega_+^2\omega_-^2=\omega_L^2\omega_p^2-\omega_p^2(\omega_L^2-\omega_T^2)=\omega_p^2\omega_T^2 .$$

The quadratic equation with this sum and product gives

$$\boxed{\;\omega_\pm^2=\tfrac12\Big[\omega_L^2+\omega_p^2\pm\sqrt{(\omega_L^2+\omega_p^2)^2-4\omega_p^2\omega_T^2}\Big]\;}$$

The characteristic polynomial $p(\lambda)=(\lambda-\omega_L^2)(\lambda-\omega_p^2)-g^2$ is negative only between its roots. Now $p(\omega_L^2)=p(\omega_p^2)=-g^2<0$, and

$$p(\omega_T^2)=\omega_T^4-\omega_T^2(\omega_L^2+\omega_p^2)+\omega_p^2\omega_T^2=-\omega_T^2(\omega_L^2-\omega_T^2)<0 .$$

So $\omega_-<\omega_T$ and $\omega_+>\omega_L$ at every density: no coupled mode lies between $\omega_T$ and $\omega_L$. This holds in the limit $q\to0$ only. At larger $q$, where the carriers screen at the phonon frequencies and raise the real part of the dielectric function instead of lowering it, a zero of its real part needs a negative lattice part, and the screened phonon lies between $\omega_T$ and $\omega_L$.

**Character.** The second row of $(K-\lambda)c=0$ gives $c_2=-g\,c_1/(\lambda-\omega_p^2)$. In the upper mode $\lambda>\omega_p^2$, so $c_1$ and $c_2$ have opposite signs and the polarizations $ac_1$ and $-bc_2$ add. In the lower mode they oppose each other. The lattice share of the upper mode is

$$W_+=\frac{c_1^2}{c_1^2+c_2^2}=\frac{(\omega_+^2-\omega_p^2)^2}{(\omega_+^2-\omega_p^2)^2+g^2}.$$

From $p(\omega_+^2)=0$ and the sum rule, $g^2=(\omega_+^2-\omega_L^2)(\omega_+^2-\omega_p^2)=(\omega_p^2-\omega_-^2)(\omega_+^2-\omega_p^2)$. Cancelling one factor leaves

$$W_+=\frac{\omega_+^2-\omega_p^2}{\omega_+^2-\omega_-^2},\qquad W_-=1-W_+ .$$

At $\omega_p=\omega_L$ the eigenvalues are $\omega_L^2\pm g$, and both shares are one half.

### 2. The carrier response as an RPA limit

In the RPA the carriers respond as independent particles to the total potential. Let the potential energy be $Ue^{i(qr-\omega t)}$ plus its complex conjugate. To first order, a carrier in state $k$ acquires the amplitudes

$$c_{k+q}=\frac{U}{E_k+\hbar\omega-E_{k+q}},\qquad c_{k-q}=\frac{U^*}{E_k-\hbar\omega-E_{k-q}} .$$

Its density at $e^{i(qr-\omega t)}$ is proportional to $c_{k+q}+c_{k-q}^*$. Sum over the occupied states and replace $k$ by $-k$ in the second term. With $\Delta=E_{k+q}-E_k=\hbar^2(q^2+2\mathbf k\cdot\mathbf q)/2m$, the density response per unit $U$ is

$$\chi_0=n\Big\langle\frac{1}{\hbar\omega-\Delta}-\frac1{\hbar\omega+\Delta}\Big\rangle
=n\Big\langle\frac{2\Delta}{(\hbar\omega)^2-\Delta^2}\Big\rangle ,$$

where the brackets are an average over the Fermi sphere, filled as at zero temperature. Since $U=-e\phi$, the induced charge is $e^2\chi_0\phi$, and Poisson's equation gives $\varepsilon_{el}=\varepsilon_\infty-e^2\chi_0/(\varepsilon_0q^2)$.

For small $q$, expand in $\Delta/\hbar\omega$. The term linear in $\mathbf k$ averages to zero, so $\langle\Delta\rangle=\hbar^2q^2/2m$ and $\chi_0\to nq^2/(m\omega^2)$. This gives

$$\varepsilon_{el}=\varepsilon_\infty\Big(1-\frac{\omega_p^2}{\omega^2}\Big),$$

which is the response of the freely accelerated carriers in part 1.

The next term multiplies $\chi_0$ by $1+\langle\Delta^3\rangle/[\langle\Delta\rangle(\hbar\omega)^2]$. To lowest order in $q$, $\langle\Delta^3\rangle=3\langle\Delta\rangle\langle(\hbar^2\mathbf k\cdot\mathbf q/m)^2\rangle$. The average of $k^2$ is $\tfrac35k_F^2$, and one third of it belongs to the direction of $\mathbf q$. With $v_F=\hbar k_F/m$ the last average is $\hbar^2q^2v_F^2/5$, so the factor is

$$1+\frac35\Big(\frac{qv_F}{\omega}\Big)^2+O(q^4).$$

The results of part 1 therefore require $qv_F\ll\omega_-$. The lower mode sets the stricter condition. The coefficient $\tfrac35v_F^2$ assumes $k_BT\ll E_F$; for carriers that are not degenerate it is replaced by the thermal mean square velocity, while the $q\to0$ term $nq^2/(m\omega^2)$ is unchanged.

### 3. The zero-point shift

For one wavevector, $Q_1$ and $Q_2$ are two coupled harmonic oscillators with potential energy $\tfrac12Q^{\mathsf T}KQ$. An orthogonal rotation diagonalizes $K$ and leaves the kinetic energy unchanged. The result is two independent oscillators with ground-state energy $\tfrac\hbar2(\omega_++\omega_-)$.

The reference is the same system with $g=0$: an LO phonon at $\omega_L$ and a plasmon at $\omega_p$, each keeping its own electric field. The shift is thus

$$\Delta E=\tfrac\hbar2(\omega_++\omega_--\omega_L-\omega_p).$$

The sum of the frequencies follows without solving for each one. All frequencies are positive, so $\omega_+\omega_-=\omega_p\omega_T$, and

$$(\omega_++\omega_-)^2=(\omega_+^2+\omega_-^2)+2\omega_+\omega_-=\omega_L^2+\omega_p^2+2\omega_p\omega_T\equiv S^2 .$$

$$\boxed{\;\Delta E=\frac\hbar2\Big[\sqrt{\omega_L^2+\omega_p^2+2\omega_p\omega_T}-\omega_L-\omega_p\Big]\;}$$

Because $\omega_T<\omega_L$, the root is smaller than $\omega_L+\omega_p$ and $\Delta E<0$. The coupling leaves the sum of the squared frequencies unchanged but lowers their product, from $\omega_p^2\omega_L^2$ to $\omega_p^2\omega_T^2$. The lower mode therefore falls by more than the upper one rises.

**Relation to the RPA energy.** At imaginary frequency $\omega=iu$, the dielectric function with lattice alone, with carriers alone, and with both is

$$\frac{\varepsilon_{lat}}{\varepsilon_\infty}=\frac{u^2+\omega_L^2}{u^2+\omega_T^2},\qquad
\frac{\varepsilon_{el}}{\varepsilon_\infty}=\frac{u^2+\omega_p^2}{u^2},$$

$$\frac{\varepsilon}{\varepsilon_\infty}=\frac{u^2+\omega_L^2}{u^2+\omega_T^2}+\frac{\omega_p^2}{u^2}
=\frac{(u^2+\omega_+^2)(u^2+\omega_-^2)}{u^2(u^2+\omega_T^2)} .$$

The last step uses the sum and product of $\omega_\pm^2$: the numerator is $u^4+u^2(\omega_L^2+\omega_p^2)+\omega_p^2\omega_T^2$.

Let $I(A)=\int_0^\infty\ln\frac{u^2+A^2}{u^2+B^2}\,du$. Then $I(B)=0$ and $dI/dA=\int_0^\infty\frac{2A}{u^2+A^2}\,du=\pi$, so $I(A)=\pi(A-B)$. Applying this to the pairs $(\omega_+,\omega_L)$ and $(\omega_-,\omega_p)$ gives

$$\Delta E=\frac{\hbar}{2\pi}\int_0^\infty du\,\ln\frac{\varepsilon_\infty\,\varepsilon(iu)}{\varepsilon_{lat}(iu)\,\varepsilon_{el}(iu)} .$$

The RPA correlation energy at one wavevector is $\frac{\hbar}{2\pi}\int_0^\infty du\,[\ln(1+y)-y]$, where here $y=\varepsilon/\varepsilon_\infty-1$. Subtract the same expression for the lattice alone and for the carriers alone. The subtraction is made at small but finite $q$, because the carriers' $\int y\,du$ alone grows as $1/q$ and diverges with the $q\to0$ form $y=\omega_p^2/u^2$. The terms linear in $y$ cancel, since the polarizabilities of lattice and carriers add, and for $q\to0$ the logarithms leave the integral above. So $\Delta E$ is the part of the RPA energy at small $q$ that comes from the coupling of lattice and carriers. The correlation energy of the carriers among themselves is not included.

### 4. Dependence on density

Density enters through $\omega_p\propto\sqrt n$. The slope is

$$\frac{d\Delta E}{d\omega_p}=\frac\hbar2\Big[\frac{\omega_p+\omega_T}{S}-1\Big]<0,\qquad\text{since}\quad S^2-(\omega_p+\omega_T)^2=\omega_L^2-\omega_T^2>0 .$$

The shift becomes steadily more negative as the density grows.

**Low density,** $\omega_p\ll\omega_L$. Expanding the root gives $S=\omega_L+\omega_p\omega_T/\omega_L+O(\omega_p^2)$, hence

$$\Delta E\simeq-\frac{\hbar\omega_p}2\Big(1-\frac{\omega_T}{\omega_L}\Big)\propto\sqrt n .$$

Here $\omega_+\to\omega_L$, so $\omega_-=\omega_p\omega_T/\omega_+\to\omega_p\sqrt{\varepsilon_\infty/\varepsilon_s}$. This is a plasmon screened by $\varepsilon_s$ instead of $\varepsilon_\infty$: it is so slow that the ions follow its field. The leading shift is the loss of plasmon zero-point energy.

**High density,** $\omega_p\gg\omega_L$. Write $S^2=(\omega_p+\omega_T)^2+\omega_L^2-\omega_T^2$ and expand in the last difference:

$$\Delta E\simeq-\frac\hbar2(\omega_L-\omega_T)+\frac{\hbar(\omega_L^2-\omega_T^2)}{4(\omega_p+\omega_T)} .$$

Now $\omega_+\simeq\omega_p$ and $\omega_-\to\omega_T$. The fast carriers cancel the field of the ions, and the phonon loses the extra restoring force that separated $\omega_L$ from $\omega_T$. The shift saturates at $-\tfrac\hbar2(\omega_L-\omega_T)$.

**Half of the limiting value.** Setting $\Delta E=-\tfrac\hbar4(\omega_L-\omega_T)$ gives $S=\omega_p+\tfrac12(\omega_L+\omega_T)$. Squaring and cancelling $\omega_p^2$,

$$\omega_L^2+2\omega_p\omega_T=\omega_p(\omega_L+\omega_T)+\tfrac14(\omega_L+\omega_T)^2 ,$$

$$\omega_p(\omega_L-\omega_T)=\omega_L^2-\tfrac14(\omega_L+\omega_T)^2=\tfrac14(\omega_L-\omega_T)(3\omega_L+\omega_T).$$

Thus half saturation occurs at $\omega_p=\tfrac14(3\omega_L+\omega_T)$, slightly below the crossing $\omega_p=\omega_L$ when the phonon splitting is small.

### 5. Numbers

The LO energy is $\hbar\omega_L=30\sqrt{16/9}=40$ meV. At $n=10^{18}\ \mathrm{cm^{-3}}$ the plasmon energy is $\hbar\omega_p=39.14$ meV, close to the crossing. In meV², the sum of the squared mode energies is $1600+1532.05=3132.05$, and their difference, the square root in the mode formula, is $2072.28$. Therefore

$$\hbar\omega_-=\sqrt{\tfrac12(3132.05-2072.28)}=23.02\ \text{meV},\qquad
\hbar\omega_+=\sqrt{\tfrac12(3132.05+2072.28)}=51.01\ \text{meV}.$$

The coupled energies add to 74.03 meV and the uncoupled ones to 79.14 meV. The shift is

$$\Delta E=\tfrac12(74.03-79.14)=-2.56\ \text{meV}=-4.09\times10^{-22}\ \text{J},$$

about 6.5 % of the uncoupled zero-point energy of 39.57 meV. Direct diagonalization of the two-oscillator Hamiltonian and the imaginary-frequency integral give the same value, as the numerical output shows.

Energies in the table are in meV.

| $n$ (cm⁻³) | $\hbar\omega_p$ | $\hbar\omega_-$ | $\hbar\omega_+$ | $W_+$ | $\Delta E$ |
|---|---|---|---|---|---|
| $10^{17}$ | 12.38 | 9.08 | 40.87 | 0.96 | −1.21 |
| $3\times10^{17}$ | 21.44 | 15.02 | 42.83 | 0.85 | −1.80 |
| $10^{18}$ | 39.14 | 23.02 | 51.01 | 0.52 | −2.56 |
| $3\times10^{18}$ | 67.79 | 27.59 | 73.72 | 0.18 | −3.24 |
| $10^{19}$ | 123.78 | 29.30 | 126.74 | 0.05 | −3.87 |

The upper mode changes from mostly phonon to mostly plasmon, while the lower one approaches 30 meV from below. The strongest mixing, at $n=1.04\times10^{18}\ \mathrm{cm^{-3}}$, leaves no extremum in the shift, which is $-2.58$ meV there and continues to fall. Half of the limiting value of $-5$ meV is reached at $\hbar\omega_p=\tfrac14(120+30)=37.5$ meV, or $n=9.18\times10^{17}\ \mathrm{cm^{-3}}$.

The table reaches neither the $\sqrt n$ law at its lower end nor saturation at its upper end. At $10^{17}\ \mathrm{cm^{-3}}$ the low-density law gives $-\tfrac12(12.38)(1-\tfrac34)=-1.55$ meV, too large in magnitude by 28 % of the full result. At $10^{19}\ \mathrm{cm^{-3}}$ the high-density law gives $-5+700/(4\times153.78)=-3.86$ meV, close to the full $-3.87$ meV, although the saturation value itself is still 1.13 meV away. A hundredfold increase in density multiplies the shift by 3.2, not by the factor 10 of a $\sqrt n$ law.

**Where the result fails.** At $10^{18}\ \mathrm{cm^{-3}}$ the condition $qv_F/\omega_-=0.1$ corresponds to $q=0.0098\ \mathrm{nm^{-1}}$, about 3 % of the Fermi wavevector $0.309\ \mathrm{nm^{-1}}$. There the carrier response at $\omega_-$ exceeds its long-wavelength form by 0.6 %, as the correction in part 2 predicts. At larger $q$ the modes disperse and carrier–hole pair excitations enter. The coupling energy per volume therefore needs a sum over $q$ with the full response; multiplying $\Delta E$ by a number of wavevectors does not replace it.

The model also needs carriers that are free and not bound to donors, collision rates well below $\omega_-$, $\hbar\omega_+$ well below the band gap, so that $\varepsilon_\infty$ is constant, and a Fermi energy small enough for the band to stay parabolic. Binding to donors limits the model at low density, the last two conditions at high density. At $10^{19}\ \mathrm{cm^{-3}}$ the Fermi energy of the parabolic band is 169 meV, already more than $\hbar\omega_+$, so a constant mass must be checked for the material in question. The collision condition must be checked at every density: $\omega_-$ falls as $\sqrt n$ at low density and never exceeds $\omega_T$ at high density, while the collision rate is not part of the model. The condition is demanding: a rate of $\omega_-/10$ requires a mobility $10e/(m\omega_-)$, about 12700, 5000 and 4000 cm²/Vs at $10^{17}$, $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$. The polaron correction to the carrier mass lies beyond the RPA and is also left out; the Fröhlich constant of these parameters is about 0.28, which raises the mass of a single slow carrier by about 5 %.

Finally, $\Delta E$ is a ground-state quantity. When $k_BT$ is not small compared with $\hbar\omega_-$, thermal occupation matters, and each mode contributes the free energy $k_BT\ln[2\sinh(\hbar\omega/2k_BT)]$ instead of $\hbar\omega/2$. For $k_BT$ well above all mode energies, the shift of the free energy tends to $k_BT\ln[\omega_+\omega_-/(\omega_L\omega_p)]=k_BT\ln(\omega_T/\omega_L)$, whatever the density. At 300 K this expression gives $-7.4$ meV for the parameters used here. Although $k_BT=25.9$ meV is below $\hbar\omega_+$, the limit is already close: the next term of each mode, $(\hbar\omega)^2/24k_BT$, cancels in the shift because the sum of the squared frequencies is unchanged. The full formula gives $-7.4$, $-7.5$ and $-7.7$ meV at $10^{17}$, $10^{18}$ and $10^{19}\ \mathrm{cm^{-3}}$, so the table must not be read as a room-temperature free energy.

## Computed results

```
Transverse phonon energy: 30.0 meV
eps_inf: 9.0   eps_s: 16.0 (dimensionless)
Carrier mass: 0.10 electron masses
Longitudinal phonon energy: 40.000 meV
n (cm^-3) | plasmon, lower, upper (meV) | phonon weight upper | shift (meV)
1e+17 |   12.378    9.085   40.874 | 0.9555 | -1.2095
3e+17 |   21.439   15.018   42.826 | 0.8545 | -1.7973
1e+18 |   39.141   23.019   51.011 | 0.5164 | -2.5554
3e+18 |   67.795   27.588   73.723 | 0.1795 | -3.2421
1e+19 |  123.776   29.299  126.736 | 0.0488 | -3.8703
Details at n = 1e+18 cm^-3:
  plasmon energy squared: 1532.05 meV^2
  sum of squared mode energies: 3132.05 meV^2
  product of squared mode energies: 1.37884e+06 meV^4
  difference of squared mode energies: 2072.28 meV^2
  lower squared: 529.88 meV^2, upper squared: 2602.16 meV^2
  sum of coupled mode energies: 74.0306 meV
  sum of uncoupled mode energies: 79.1414 meV
  shift, closed form: -2.555387 meV
  shift, quantum diagonalization: -2.555387 meV
  shift, imaginary-frequency integral: -2.555387 meV
  shift in joule: -4.0942e-22 J
  Fermi energy: 36.465 meV, Fermi wavevector: 0.3094 nm^-1
  q for q v_F / omega_minus = 0.1: 0.00976 nm^-1
  carrier response at that q / its q->0 form: 1.00605
Density where plasmon = LO phonon: 1.0444e+18 cm^-3
Shift there: -2.5834 meV
Half-saturation plasmon energy: 37.500 meV
Half-saturation density: 9.1789e+17 cm^-3
Saturation shift: -5.0000 meV
Low-density check at 1e+12 cm^-3, shift / limit law: 0.99914
High-density check at 1e+24 cm^-3, shift: -4.99553 meV
  limit law there: -4.99553 meV
```
